# The Slab Dipole Correction in the PAW Method

**Q.** A slab calculation repeats the slab along its normal with vacuum in between. The vacuum is empty. Why should the electrostatics need repair?

**A.** Because periodicity forbids something a polar slab must have. Let the cell have area \(A\), height \(L\) and volume \(\Omega=AL\), and let it be cut at \(z=\pm L/2\), in vacuum. I use Hartree atomic units and count electrons as positive and nuclei as negative, so that \(v\) is an electron's potential energy. For a neutral charge density \(\rho\), define

\[
p=\int z\,\rho(\mathbf r)\,d\mathbf r ,\qquad
\bar\rho(z)=\frac1A\int\rho\,dx\,dy .
\]

The physical dipole is \(-p\). The laterally averaged potential obeys \(v''=-4\pi\bar\rho\). Since \(|z|''=2\delta(z)\), one solution is

\[
v_{\rm slab}(z)=-2\pi\int|z-z'|\,\bar\rho(z')\,dz' .
\]

To the right of the slab \(|z-z'|=z-z'\). Neutrality removes the term in \(z\), leaving \(+2\pi p/A\). To the left the sign is reversed. The potential is thus flat on both sides, as it should be without an external field, and steps up by \(4\pi p/A\) across the slab. A periodic potential has equal values at \(\pm L/2\) and cannot contain this step.

**Q.** Then what does the periodic solution do instead?

**A.** Inside the cell it solves the same differential equation, so the two solutions differ by a linear function:

\[
v_{\rm slab}(z)=v_{\rm per}(z)+\alpha+Fz .
\]

Subtract the values at \(z=-L/2\) from those at \(z=L/2\). The left side gives \(4\pi p/A\), the periodic part gives zero, and the linear part gives \(FL\). Hence

\[
F=\frac{4\pi p}{AL}=\frac{4\pi p}{\Omega}.
\]

In vacuum \(v_{\rm slab}\) is flat, so \(v_{\rm per}\) has slope \(-F\). This artificial field also runs through the slab and polarizes it. Adding \(F(z-c)\), with any constant \(c\), removes it. The added potential jumps by \(FL\) at the cut, which is harmless only if the density vanishes there.

**Q.** You averaged over the surface. Real slabs have lateral structure.

**A.** For a lateral wave vector of length \(G\neq0\), the Coulomb kernel of one layer is \((2\pi/G)e^{-G|z-z'|}\). Periodic repetition adds the terms with \(z-z'\) replaced by \(z-z'+mL\), \(m\neq0\). If the slab has thickness \(t\), then \(|z-z'|\le t\), and each added term is at most \((2\pi/G)e^{-G(|m|L-t)}\). The largest decay as \(e^{-Gd}\) with the vacuum gap \(d=L-t\). The linear potential therefore treats the \(G=0\) part fully; what it leaves out is exponentially small in the gap.

**Q.** And the energy? A charge \(\rho\) in a potential \(F(z-c)\) has energy \(Fp\).

**A.** That holds for an external potential. Here the slab makes the potential itself, so the electrostatic energy is \(\tfrac12\int\rho v\), and the correction is

\[
E_{\rm dip}=\frac12\int\rho\,F(z-c)\,d\mathbf r
=\frac12Fp=\frac{2\pi p^2}{\Omega}.
\]

Neutrality removed \(c\). The half disappears again on differentiation:

\[
\frac{\delta E_{\rm dip}}{\delta\rho(\mathbf r)}
=\frac{4\pi p}{\Omega}\,(z-c)=F(z-c),
\]

where I used \(p=\int(z-c)\rho\), valid for a neutral slab. Energy and potential are thus consistent.

**Q.** I would like to see the factor \(2\pi\) come out of something that never mentions it.

**A.** Take three Gaussian charges \(1,-0.6,-0.4\) at heights \(1.2,-0.9,-0.5\) bohr, displaced laterally from one another, in a square cell of side 6 bohr. Their profile is proportional to \(e^{-1.5r^2}\), with \(r\) in bohr. Summing the pair interactions of a single layer in real space over growing square patches, and extrapolating the patch size, gives 0.50244168 Ha per cell. A reciprocal-space sum for layers repeated every 24 bohr gives 0.47507201 Ha. The difference is 0.02736967 Ha. The formula needs

\[
p=1.2+0.54+0.20=1.94,\qquad
\frac{2\pi(1.94)^2}{36\times24}=0.02736967\ \text{Ha}.
\]

**Q.** In PAW you do not have \(\rho\) on the grid. You have a smooth density and some artificial Gaussians. Whose dipole enters?

**A.** The dipole of the compensated density, which equals the all-electron one. Write

\[
\tilde\rho=\tilde n+\sum_a\sum_{L}Q_L^a\,g_L^a(\mathbf r-\mathbf R_a),
\]

where the index \(L=(l,m)\) labels real spherical harmonics, not the cell height, and \(\tilde n\) contains smooth valence and smooth core densities. The functions \(g_L^a\propto Y_L\) are normalized by \(\int s^{l}Y_L\,g_L^a\,d\mathbf s=1\), with \(\mathbf s=\mathbf r-\mathbf R_a\). With projections \(P_{ni}^a=\langle\tilde p_i^a|\tilde\psi_n\rangle\) and occupations \(f_n\),

\[
\rho_{ij}^a=\sum_n f_nP_{ni}^{a*}P_{nj}^a,\qquad
\Delta_{L,ij}^a=\int s^lY_L(\phi_i^a\phi_j^a-\tilde\phi_i^a\tilde\phi_j^a)\,d\mathbf s ,
\]
\[
Q_L^a=\sum_{ij}\rho_{ij}^a\Delta_{L,ij}^a
+\delta_{L,00}\frac{N_c^a-\tilde N_c^a-Z_a}{\sqrt{4\pi}} .
\]

Here \(N_c^a\) and \(\tilde N_c^a\) are the numbers of electrons in the spherical frozen core and its smooth partner. These \(Q_L^a\) give each sphere's compensated charge the multipole moments of its all-electron charge. The dipole about the cell origin needs two of them: the monopole, multiplied by \(z_a\), and the local dipole. If \(L=00\) and \(L=10\) are kept, \(\int z\rho=\int z\tilde\rho=p\).

**Q.** The PAW energy also has one-centre electrostatic terms. Must they be corrected?

**A.** No. For neutral densities, passing from periodic to slab boundary conditions adds \((4\pi/\Omega)zz'\) to the Coulomb kernel, apart from the exponentially small terms. Applied to the all-electron density this gives \(2\pi p^2/\Omega\). Applied to \(\tilde\rho\) it gives the same number, because the dipoles agree. The change is already complete in the compensated-density term, and the one-centre terms, evaluated for isolated spheres, stay as they are.

**Q.** Now the Hamiltonian. The potential on the grid is clear, but what reaches \(D_{ij}\)?

**A.** We need the integral of \(z-c\) over a compensation function. Split \(z-c=(z_a-c)+s_z\) and use \(1=\sqrt{4\pi}\,Y_{00}\) and \(s_z=\sqrt{4\pi/3}\;sY_{10}\). Normalization and angular orthogonality give

\[
\int(z-c)\,g_L^a\,d\mathbf r
=\sqrt{4\pi}\,(z_a-c)\,\delta_{L,00}
+\sqrt{\frac{4\pi}{3}}\,\delta_{L,10}.
\]

The derivative of \(E_{\rm dip}\) with respect to \(\rho_{ij}^a\) is \(F\,\partial p/\partial\rho_{ij}^a\). Since \(\partial Q_L^a/\partial\rho_{ij}^a=\Delta_{L,ij}^a\),

\[
\Delta D_{ij}^a=F\left[\sqrt{4\pi}\,(z_a-c)\Delta_{00,ij}^a
+\sqrt{\frac{4\pi}{3}}\,\Delta_{10,ij}^a\right].
\]

Define \(\Delta S_{ij}^a=\sqrt{4\pi}\,\Delta_{00,ij}^a\), the norm difference in the PAW overlap, and \(d_{ij}^a=\sqrt{4\pi/3}\,\Delta_{10,ij}^a\), the difference of local dipole elements. Then

\[
\Delta D_{ij}^a=F\left[(z_a-c)\Delta S_{ij}^a+d_{ij}^a\right]
=F\left[\langle\phi_i^a|z-c|\phi_j^a\rangle
-\langle\tilde\phi_i^a|z-c|\tilde\phi_j^a\rangle\right].
\]

The second form follows by inserting the definitions of the moments. It says that the all-electron orbital feels the linear potential inside the sphere too. Terms with \(l\ge2\) vanish because a linear function contains only \(l=0\) and \(l=1\).

**Q.** But \(c\) is arbitrary and now sits in the Hamiltonian. How can that be physical?

**A.** The dipole part of the Hamiltonian is

\[
H_{\rm dip}=F(z-c)+\sum_a\sum_{ij}|\tilde p_i^a\rangle\Delta D_{ij}^a\langle\tilde p_j^a| .
\]

Replace \(c\) by \(c+\delta\). The first term changes by \(-F\delta\), the second by \(-F\delta\sum|\tilde p_i^a\rangle\Delta S_{ij}^a\langle\tilde p_j^a|\). Together they give \(-F\delta\,S\), with \(S\) the PAW overlap operator. In \(H\tilde\psi_n=\varepsilon_nS\tilde\psi_n\) every level moves by \(-F\delta\), while orbitals and energy stay fixed. A level acquires meaning when measured from the vacuum potential on a named side; the two sides differ by \(4\pi p/A\). Without the \(\Delta S_{ij}\) term in \(\Delta D_{ij}\), this invariance would be lost.

**Q.** Does a total energy built from the eigenvalue sum then count the dipole correctly?

**A.** Only after a subtraction. Let \(p_v\) be the valence electrons' part of \(p\), augmentation included, and \(N_v\) their number. The eigenvalue sum contains \(\sum_nf_n\langle\tilde\psi_n|H_{\rm dip}|\tilde\psi_n\rangle=F(p_v-cN_v)\). The wanted energy is \(\tfrac12Fp\), so one must add

\[
\tfrac12Fp-F(p_v-cN_v).
\]

The last term cancels the shift of the levels with \(c\).

**Q.** For forces, I would put each ion in the field \(F\) and stop there.

**A.** That misses the motion of the projectors. Collect the terms in \(p\). The smooth core contributes \(z_a\tilde N_c^a\), and the monopole compensation contributes \(z_a\sqrt{4\pi}\,Q_{00}^a\). In their sum \(\tilde N_c^a\) cancels:

\[
p=\int z\,\tilde n_v\,d\mathbf r
+\sum_a\Big[z_aq_a+\sum_{ij}\rho_{ij}^ad_{ij}^a\Big],\quad
q_a=-Z_a+N_c^a+\sum_{ij}\rho_{ij}^a\Delta S_{ij}^a .
\]

Move atom \(a\) along \(z\) with the smooth orbitals held fixed, as is appropriate for a basis that does not move with the atoms. Both \(z_a\) and \(\rho_{ij}^a\) change:

\[
\frac{\partial p}{\partial z_a}
=q_a+\sum_{ij}\left(z_a\Delta S_{ij}^a+d_{ij}^a\right)
\frac{\partial\rho_{ij}^a}{\partial z_a}.
\]

Multiplied by \(-F\), this is the explicit force from \(E_{\rm dip}\), with \(c=0\).

**Q.** With another \(c\) you would get another force. At fixed \(\tilde\psi_n\) the charge changes when the projectors move, so neutrality no longer protects you.

**A.** Correct, and the explicit derivative is not yet the force. The orbitals must stay orthonormal under an overlap that moves with the atom. At a constrained minimum,

\[
\frac{dE}{dz_a}=\left.\frac{\partial E}{\partial z_a}\right|_{\tilde\psi}
-\sum_nf_n\varepsilon_n\sum_{ij}\Delta S_{ij}^a
\frac{\partial(P_{ni}^{a*}P_{nj}^a)}{\partial z_a}.
\]

Each level splits into \(\varepsilon_n=\varepsilon_n^{\rm rest}+\varepsilon_n^{\rm dip}\), with \(\varepsilon_n^{\rm dip}=\langle\tilde\psi_n|H_{\rm dip}|\tilde\psi_n\rangle\). Its dipole part belongs to the dipole force:

\[
F_a^{\rm dip}=-Fq_a-\sum_nf_n\sum_{ij}
\left(\Delta D_{ij}^a-\varepsilon_n^{\rm dip}\Delta S_{ij}^a\right)
\frac{\partial(P_{ni}^{a*}P_{nj}^a)}{\partial z_a}.
\]

When \(c\) grows by \(\delta\), \(\Delta D_{ij}^a\) changes by \(-F\delta\Delta S_{ij}^a\) and \(\varepsilon_n^{\rm dip}\) by \(-F\delta\). The bracket does not change. For a lateral displacement the term \(-Fq_a\) is absent, and the projector term has a lateral derivative.

**Q.** Show me all this in one self-consistent case.

**A.** Take a square layer, of side 8 bohr, of upright two-centre molecules with A at \(z=1.5\) and B at \(-1.5\) bohr. Each centre has ionic charge 1 and no core. Two electrons share one orbital, expanded in twelve fixed Gaussians on the molecular axis: exponent 0.3 bohr\(^{-2}\) at \(z=-4,-2,\dots,4\) and 1.2 bohr\(^{-2}\) at \(z=-3,-2,\dots,3\) bohr. This basis is small and not converged; the numbers below test the formulas and belong to this basis. The energy contains the kinetic term, the Hartree energy of \(\tilde\rho\), and fixed diagonal one-centre energies: 0 (s) and 0.5 Ha (p) on A, 1 and 0.5 Ha on B. Exchange-correlation, hopping between molecules, quadrupole compensation and density-dependent one-centre terms are left out. It is a model, not a named material.

The partial waves are proportional to \(e^{-1.5r}\) and \(r\,e^{-1.5r}\cos\theta\), each normalized to one over all space. The projectors are \((1-r^2/1.2^2)^2\) times 1 and \(r\cos\theta\) inside the sphere, scaled so that \(\langle\tilde p_i|\tilde\phi_i\rangle=1\). Within 1.2 bohr their smooth partners replace the exponential by a polynomial, quadratic in \(r^2\), that matches its value and first two derivatives. Radial integration gives \(\Delta S_{ss}=0.1852\), \(\Delta S_{pp}=0.0357\) and \(d_{sp}=0.0238\) bohr. The compensation Gaussians have exponent 6 bohr\(^{-2}\).

For \(L=24\) bohr, \(\Omega=1536\) bohr\(^3\), iteration to self-consistency gives \(p=0.7534\) \(e\) bohr: the electrons lean towards A. Then

\[
F=\frac{4\pi(0.7534)}{1536}=0.006164\ \text{Ha/bohr},\quad
FL=0.1479\ \text{Ha}=4.03\ \text{eV}.
\]

The second number is the vacuum step. The energy term is \(2\pi p^2/\Omega=0.002322\) Ha, or 63.2 meV. On A, with \(c=0\),

\[
\Delta D_{ss}=0.006164\times1.5\times0.1852=1.71\times10^{-3}\ \text{Ha},
\]

and \(\Delta D_{sp}=Fd_{sp}=1.47\times10^{-4}\) Ha. On B the \(ss\) element changes sign with \(z_a\), while the \(sp\) element does not. Choosing \(c=5\) bohr lowers the level from 0.19404 to 0.16322 Ha, which is the shift \(5F\). Measured from vacuum, this level lies 0.108 Ha above the higher of the two vacuum potentials, so only the small basis confines the orbital. With diffuse and tight Gaussians added (exponents 0.035, 0.1 and 3 bohr\(^{-2}\), 31 functions in all) the level drops to 0.027 Ha below the lower vacuum potential, the energy falls by 0.21 Ha, \(p\) falls to 0.29 \(e\) bohr and the step to 1.55 eV.

**Q.** And the forces?

**A.** On A, \(q_A=-0.8595\): the bare \(-1\) is reduced by the augmentation charge. The parts, in Ha/bohr, are

- rigid charge: \(-Fq_A=0.005298\);
- projectors and orthonormality: \(0.000204\);
- all non-dipole terms: \(-0.014410\).

Their sum is \(-0.008908\). Central differences of the self-consistent total energy give the same value. For B the sum is \(0.022899\). The forces do not add to zero: the energy expression is invariant when a neutral molecule moves rigidly, but the small fixed basis is not. In the 31-function basis the sum falls from 0.0140 to 0.0025, and the forces become \(+0.0120\) on A and \(-0.0096\) on B, so even their signs in the small basis are set by the basis.

**Q.** So the correction changes the force on A by \(+0.0055\)?

**A.** No. An uncorrected self-consistent calculation gives \(-0.008650\), so the change is \(-0.000258\) Ha/bohr, small and, in this basis, of opposite sign (the 31-function basis gives about \(+0.00005\): the smallness persists, the sign does not). The density differs between the two calculations. This moves the non-dipole terms from \(-0.008650\) to \(-0.014410\), a change of \(-0.005760\), which overcompensates the explicit \(+0.005502\).

The limit of a tall cell shows why the net change can be so much smaller than the explicit term. To leading order in \(1/\Omega\), the minimum energy changes by \(2\pi p^2/\Omega\), with \(p\) from the uncorrected minimum. Its negative derivative is \(-F\,dp/dz_a\), where \(dp/dz_a\) is now a total derivative that includes the electrons' response. This response can largely cancel the rigid charge: for the corrected slab \(dp/dz_A=0.019\), against \(q_A=-0.86\). At \(L=24\) bohr the leading order is only a qualitative guide: it predicts that doubling \(L\) halves the change in the force on A, whereas the calculation gives \(-0.000258\) Ha/bohr at 24 bohr and \(-0.000089\) at 48, so higher orders still matter. They come from the slab's polarizability \(\alpha\) and its change with \(z_A\): differentiating the linear-response result \(2\pi p_c^2/(\Omega-4\pi\alpha)\), which follows from the next answer, gives \(-0.000259\) and \(-0.000089\).

**Q.** Could I then run without the correction and add \(2\pi p^2/\Omega\) at the end?

**A.** You would get an upper bound to the corrected energy. Let \(u\) and \(c\) label the uncorrected and corrected minima in the same basis. Using the uncorrected orbitals as a trial state for the corrected functional, and the reverse, gives

\[
\frac{2\pi p_c^2}{\Omega}\le E_c-E_u\le\frac{2\pi p_u^2}{\Omega}.
\]

Here \(p_u=0.8959\), and the three numbers are 0.00232, 0.00276 and 0.00328 Ha. The uncorrected dipole is too large because the artificial field enhances it.

Linear response makes this quantitative. Let the slab energy at given \(p\) be \(E_c+(p-p_c)^2/(2\alpha)\), with polarizability \(\alpha\) per cell. The uncorrected functional subtracts \(2\pi p^2/\Omega\). Setting its derivative to zero,

\[
\frac{p_u-p_c}{\alpha}=\frac{4\pi p_u}{\Omega}
\quad\Longrightarrow\quad
p_u=\frac{p_c}{1-4\pi\alpha/\Omega}.
\]

Substitute \(p_u-p_c=4\pi\alpha p_u/\Omega\) into the energy:

\[
E_c-E_u=\frac{2\pi p_u^2}{\Omega}-\frac{8\pi^2\alpha p_u^2}{\Omega^2}
=\frac{2\pi p_u^2}{\Omega}\Big(1-\frac{4\pi\alpha}{\Omega}\Big)
=\frac{2\pi p_up_c}{\Omega}.
\]

With the dipoles above this is 0.00276 Ha, as found. The ratio \(p_c/p_u=0.841\) gives \(4\pi\alpha/\Omega=0.159\), hence \(\alpha\approx19.4\) bohr\(^3\) in this basis (about 39 in the 31-function basis). Doubling \(L\) halves \(4\pi\alpha/\Omega\), which predicts \(p_u=0.8185\); the calculation gives 0.8186. The enhancement \(1/(1-4\pi\alpha/\Omega)\) can be estimated for a uniform dielectric slab of thickness \(t\) and permittivity \(\epsilon\ge1\). A field \(E\) outside becomes \(E/\epsilon\) inside, the polarization is \((\epsilon-1)E/(4\pi\epsilon)\), and so \(\alpha=At(1-1/\epsilon)/4\pi\) and \(4\pi\alpha/\Omega=(t/L)(1-1/\epsilon)\). This stays below 1 as long as there is vacuum, but approaches it for a thick, highly polarizable slab with little vacuum, where the uncorrected dipole is most strongly inflated.

**Q.** Why not simply use more vacuum?

**A.** Because the error falls only as \(1/L\) at large \(L\). The energies are

| \(L\) (bohr) | uncorrected (Ha) | corrected (Ha) |
|---|---|---|
| 24 | 1.68197 | 1.68473 |
| 36 | 1.68300 | 1.68473 |
| 48 | 1.68347 | 1.68473 |

At 48 bohr the uncorrected energy is still 0.00126 Ha too low relative to the corrected one. The corrected force on A is \(-0.008908\) Ha/bohr at both 24 and 48 bohr.

**Q.** When should I distrust the correction?

**A.** When an assumption fails. For a charged slab, \(p\) depends on the origin, and the neutralizing background adds further terms. If density reaches the cut, it feels the jump of the sawtooth. If the slab is wrapped around the cell boundary, \(z\) must first be made continuous across it, or \(p\) is wrong by \(L\) times the displaced charge. And if the gap is not large compared with \(1/G\) for the smallest nonzero lateral \(G\), the images still interact through their lateral structure, which no linear potential removes.
